# Kane-Model Density of States by Inverting k²(E): Windows, Cutoff and Bins

## A case that can be seen through

Take one s-like conduction orbital at energy $E_g$ and one p-like valence orbital at zero, coupled by an element of size $Pk$. The p orbital points along the wave vector, and spin only doubles the states. The energies obey

$$\det\begin{pmatrix}E-E_g&-iPk\\ iPk&E\end{pmatrix}=E(E-E_g)-P^2k^2=0 .$$

Finding $E$ at given $k$ means solving a quadratic equation. Finding $k^2$ at given $E$ takes only a division:

$$k^2(E)=\frac{E(E-E_g)}{P^2}.$$

This is non-negative for $E\ge E_g$ and for $E\le0$, which are the two bands. Between them $k^2<0$: the wave vector is imaginary, and the solution grows or decays in space instead of being a band state.

To count states, use periodic boundary conditions, which give $1/(2\pi)^3$ wave vectors per unit volume of crystal and of $k$-space. A doubly degenerate isotropic band has, inside radius $k$,

$$N=2\,\frac{1}{(2\pi)^3}\,\frac{4\pi k^3}{3}=\frac{k^3}{3\pi^2}$$

states per volume. Since $dk^3=\tfrac32k\,d(k^2)$, the density of states (DOS) is

$$g(E)=\left|\frac{dN}{dE}\right|=\frac{k}{2\pi^2}\left|\frac{d(k^2)}{dE}\right|. \tag{1}$$

The modulus covers bands that fall with $k$. Here $g=\sqrt{E(E-E_g)}\,|2E-E_g|/(2\pi^2P^3)$, with no diagonalization.

The setting discussed below is the choice between this energy inversion and a $k$-space histogram when spin–orbit coupling is present. Its controls are the energy windows, the cutoff $k_{\max}$, the bin width and the number of radial points.

## The cubic with spin–orbit splitting

The P-only Kane model has orbitals $S,X,Y,Z$ with two spins. It keeps the coupling $\langle S|H|X_j\rangle=iPk_j$ and the valence term $(\Delta/3)(\mathbf L\cdot\boldsymbol\sigma-1)$, where $\mathbf L$ is dimensionless and $\boldsymbol\sigma$ are Pauli matrices. The $-1$ puts the valence top at $E=0$. We take $E_g,\Delta,P>0$. The free-electron kinetic term, remote bands and inversion-asymmetry spin splitting are left out.

$S$ and $\mathbf L\cdot\boldsymbol\sigma$ are scalars under joint rotation of orbitals and spin, and the coupling contracts two vectors. The energies therefore depend on $|\mathbf k|$ alone, and we may put $\mathbf k$ along $z$. The angular momentum $J_z$ is then conserved. Write p states as $|m\rangle$, with $|0\rangle=Z$, and use

$$\mathbf L\cdot\boldsymbol\sigma=L_z\sigma_z+L_+\sigma_-+L_-\sigma_+ ,\qquad L_+|0\rangle=\sqrt2\,|1\rangle ,$$

with $L_\pm=L_x\pm iL_y$ and $\sigma_\pm=(\sigma_x\pm i\sigma_y)/2$.

The state $|1{\uparrow}\rangle$ has $\mathbf L\cdot\boldsymbol\sigma=1$, hence energy zero, and nothing couples to it. This is the heavy hole, flat in this model. For $J_z=1/2$ the basis $S{\uparrow},|0{\uparrow}\rangle,|1{\downarrow}\rangle$ gives

$$H=\begin{pmatrix}E_g&iPk&0\\-iPk&-\Delta/3&\sqrt2\Delta/3\\0&\sqrt2\Delta/3&-2\Delta/3\end{pmatrix}.$$

Expanding $\det(E-H)$ along the first row,

$$(E-E_g)\left[\left(E+\tfrac{\Delta}{3}\right)\left(E+\tfrac{2\Delta}{3}\right)-\tfrac{2\Delta^2}{9}\right]-P^2k^2\left(E+\tfrac{2\Delta}{3}\right)=0 .$$

The square bracket is $E^2+\Delta E+\frac{2\Delta^2}{9}-\frac{2\Delta^2}{9}=E(E+\Delta)$. Time reversal gives the same equation for $J_z=-1/2$. Thus each root is a doublet, and

$$E(E-E_g)(E+\Delta)=P^2k^2\left(E+\tfrac{2\Delta}{3}\right),$$

$$k^2(E)=\frac{E(E-E_g)(E+\Delta)}{P^2(E+2\Delta/3)}. \tag{2}$$

The equation is cubic in $E$ but linear in $k^2$. That linearity is what makes the inversion cheap.

## Which energies to keep

The signs of the four factors in (2) settle the windows:

| Energy range | Sign of $k^2$ | Meaning |
|---|---|---|
| $E>E_g$ | $+$ | conduction |
| $0<E<E_g$ | $-$ | gap |
| $-2\Delta/3<E<0$ | $+$ | light hole |
| $-\Delta<E<-2\Delta/3$ | $-$ | second gap |
| $E<-\Delta$ | $+$ | split-off |

The points $E_g$, $0$ and $-\Delta$ have $k=0$ and are the band edges. The light-hole band does not reach the split-off edge. It flattens towards $-2\Delta/3$ as $k\to\infty$. Replacing negative $k^2$ by its modulus would put false states into both gaps.

Formula (1) also needs one $k$ per energy in each band. To show this, divide the cubic by $E(E+\Delta)$, which is nonzero for $k>0$ because the right-hand side of the cubic does not vanish at $E=0$ or $E=-\Delta$. With $u=P^2k^2$ and partial fractions,

$$E-E_g=uF(E),\qquad F=\frac{2}{3E}+\frac{1}{3(E+\Delta)}.$$

Differentiation with respect to $u$ gives $dE/du=F+uF'\,dE/du$, or

$$\frac{dE}{du}=\frac{F}{1-uF'},\qquad F'=-\frac{2}{3E^2}-\frac{1}{3(E+\Delta)^2}<0 .$$

The denominator exceeds one, so the slope has the sign of $F=(E-E_g)/u$. The conduction band rises everywhere and the other two fall everywhere. In each window $k^2$ runs monotonically from zero to infinity, so each window holds one root of the cubic at every $k>0$.

For the derivative in (1), let $A=E(E-E_g)(E+\Delta)$ and $D=E+2\Delta/3$. The quotient rule gives

$$\frac{d(k^2)}{dE}=\frac{1}{P^2}\left[\frac{A'}{D}-\frac{A}{D^2}\right], \tag{3}$$

$$A'=(E-E_g)(E+\Delta)+E(E+\Delta)+E(E-E_g).$$

This form is finite at the three band edges. The logarithmic derivative multiplied by $k^2$ is algebraically equal but becomes $0\cdot\infty$ there. The energy grid must avoid $E=-2\Delta/3$, where (2) has its pole.

The procedure is: scan $E$; evaluate (2); keep $0\le k^2\le k_{\max}^2$; label the band by its window; evaluate (3) and (1). The heavy-hole delta function at $E=0$ must be treated separately.

## Limits that show what the curve should look like

**Near an edge.** Let $\varepsilon\ge0$ be the distance into the band and expand $k^2=a\varepsilon(1+b\varepsilon+\dots)$. For conduction, $E=E_g+\varepsilon$ turns (2) into

$$k^2=\frac{\varepsilon(E_g+\varepsilon)(E_g+\Delta+\varepsilon)}{P^2(E_g+2\Delta/3+\varepsilon)} .$$

The leading coefficient and first correction are therefore

$$a_c=\frac{E_g(E_g+\Delta)}{P^2(E_g+2\Delta/3)},\quad b_c=\frac1{E_g}+\frac1{E_g+\Delta}-\frac1{E_g+2\Delta/3}.$$

With $E=-\varepsilon$ for light holes and $E=-\Delta-\varepsilon$ for split-off holes, the same expansion gives

$$a_{lh}=\frac{3E_g}{2P^2},\qquad b_{lh}=\frac1{E_g}+\frac1{2\Delta},$$

$$a_{so}=\frac{3(E_g+\Delta)}{P^2},\qquad b_{so}=\frac1{E_g+\Delta}-\frac2\Delta .$$

A parabolic band has $\varepsilon=\hbar^2k^2/2m$, so $m=\hbar^2a/2$. Insert the expansion in (1), using $k=\sqrt{a\varepsilon}(1+b\varepsilon/2)$ and $d(k^2)/d\varepsilon=a(1+2b\varepsilon)$:

$$g=\frac{a^{3/2}\sqrt\varepsilon}{2\pi^2}\left(1+\tfrac52b\varepsilon+\dots\right). \tag{4}$$

The prefactor is the parabolic DOS. Conduction and light-hole bands have $b>0$ and exceed it. The split-off band has $b_{so}<0$, because $2/\Delta>1/(E_g+\Delta)$, and starts below it.

**Far from the gaps.** For $|E|\gg E_g,\Delta$ in the conduction and split-off bands, (2) gives $k^2\to E^2/P^2$ and (1) gives $g\to E^2/(\pi^2P^3)$, the DOS of a linear band. This is a property of the equations, well outside the range where a few-band model describes a crystal.

**At the light-hole floor.** Put $E=-2\Delta/3+\varepsilon$ with small $\varepsilon>0$. The numerator of (2) tends to $(-\frac{2\Delta}{3})(-E_g-\frac{2\Delta}{3})(\frac{\Delta}{3})$, so

$$k^2\simeq\frac{C}{\varepsilon},\qquad C=\frac{2\Delta^2}{9P^2}\left(E_g+\tfrac{2\Delta}{3}\right).$$

Then $|d(k^2)/dE|\simeq C/\varepsilon^2$ and

$$g\simeq\frac{C^{3/2}}{2\pi^2}\,\varepsilon^{-5/2}.$$

Its integral down to $\varepsilon=0$ diverges. The matrix shows why: at large $k$, $S{\uparrow}$ and $|0{\uparrow}\rangle$ combine into levels near $\pm Pk$ and leave $|1{\downarrow}\rangle$ at its own energy $-2\Delta/3$. Infinitely many $k$ values collect there. A finite $k_{\max}$ is thus part of the definition of the light-hole state count. It does not alter $g$ at an energy already inside the kept window.

## Worked case: an InAs-like semiconductor

Rough room-temperature values are $E_g=0.35$ eV, $\Delta=0.39$ eV and $E_P=P^2/t=21.5$ eV, where $t=\hbar^2/2m_0=0.0381$ eV nm². Hence $P=0.9051$ eV nm and $P^2=0.8191$ eV² nm². The cutoff is $k_{\max}=0.50$ nm⁻¹.

At $E=0.45$ eV, $A=0.45\times0.10\times0.84=0.0378$ eV³ and $D=0.45+0.26=0.71$ eV. Therefore

$$k^2=\frac{0.0378}{0.8191\times0.71}=0.0650\ \text{nm}^{-2},\qquad k=0.2549\ \text{nm}^{-1}.$$

Next, $A'=0.084+0.378+0.045=0.507$ eV², and (3) gives

$$\frac{d(k^2)}{dE}=\frac{0.7141-0.0750}{0.8191}=0.780\ \text{nm}^{-2}\,\text{eV}^{-1}.$$

Finally $g=0.2549\times0.780/(2\pi^2)=0.01008$ nm⁻³ eV⁻¹, or $1.008\times10^{19}$ cm⁻³ eV⁻¹.

The next table compares $g$ with the parabolic DOS and with a histogram. The histogram comes from diagonalizing the full eight-state matrix at 40,000 radial points; its bins are 10 meV wide, centred on $E$. All densities are in $10^{18}$ cm⁻³ eV⁻¹.

| Band, $E$ (eV) | $g$ | Bin mean of $g$ | Histogram | Parabolic |
|---|---|---|---|---|
| conduction, 0.45 | 10.08 | 10.08 | 10.07 | 5.98 |
| light hole, −0.10 | 23.91 | 23.95 | 23.95 | 8.22 |
| split-off, −0.40 | 20.73 | 20.45 | 20.45 | 22.60 |
| split-off, −0.44 | 36.87 | 36.85 | 36.86 | 50.54 |

The signs of $b$ appear as derived. For the split-off point 0.01 eV inside its edge, $b_{so}=1/0.74-2/0.39=-3.78$ eV⁻¹, and (4) predicts a ratio to the parabolic DOS of $1-2.5\times3.78\times0.01=0.91$. The table gives 0.92. At 0.05 eV inside, the linear correction would be $-0.47$ while the actual one is $-0.27$, so the expansion is then too short and (1) itself should be used.

The scan keeps 0.350 to 0.633 eV for conduction, −0.166 to 0 eV for light holes, and −0.506 to −0.390 eV for split-off holes. The light-hole range stops well above its floor at −0.260 eV because of the cutoff. Each band holds $k_{\max}^3/(3\pi^2)=4.22\times10^{18}$ states per cm³ up to that cutoff. This is a useful check on normalization: integrate $g$ over each kept window and compare with this number.

## Setting the histogram for a fair check

Use radial midpoints with spacing $dk=k_{\max}/M$. Each of the two eigenvalues of a doublet receives weight $k^2dk/(2\pi^2)$, which is a shell's volume times $1/(2\pi)^3$. The pair supplies the factor two already present in (1). If only one eigenvalue per doublet is stored, its weight must be doubled.

Compare counts with the integral over the bin, not with $g$ at its centre. The integral is available in closed form within one window:

$$\int_{E_1}^{E_2}g\,dE=\frac{|k^3(E_2)-k^3(E_1)|}{3\pi^2}.$$

A Taylor expansion gives the difference between bin mean and centre value as $w^2g''/24$ for a narrow bin of width $w$. Near an edge $g\propto\sqrt\varepsilon$ has negative curvature, so the mean lies lower; at −0.40 eV it is lower by 1.4 %. This is a property of binning, not an error of the inversion.

The sampling error comes mainly from radial cells cut by bin edges. The whole cell is assigned to the side holding its midpoint, so at most half a cell is misplaced per edge. Two edges give a count error of at most about $k^2dk/\pi^2$, with $k$ taken at the outer edge. The bin holds about $k^2\Delta k/\pi^2$ states, where $\Delta k\simeq w/|dE/dk|$. Away from $k=0$, the relative error therefore satisfies approximately

$$\frac{\delta N}{N}\lesssim\frac{k_{\max}}{M}\,\frac{|dE/dk|}{w}. \tag{5}$$

Dividing each band's kept range into 20 equal bins gives largest relative errors of 5.5 %, 0.56 % and 0.055 % for $M=400$, 4000 and 40,000. The overall trend is $1/M$, as in (5), but not smoothly: the error depends on where the bin edges cut the cells, and $M=437$ gives 7.4 %, more than $M=400$.

To choose $M$, take $w=10$ meV at 0.45 eV. Since $dE/dk=2k/[d(k^2)/dE]$, the slope is $2\times0.2549/0.780=0.65$ eV nm. An error limit of 1 % then asks for $M\approx0.50\times0.65/(0.010\times0.01)\approx3300$. Halving the bin width doubles this number. The inversion has no sampling error at all, so it is preferable whenever its assumptions hold; the histogram remains usable when they do not.

## If the free-electron term is switched on

A free-electron term adds $tk^2$ to every energy. Written in terms of $E$, the secular equation becomes cubic in $k^2$, and (2) no longer applies. A small change of variable saves the method. Let $E'=E-tk^2$; it obeys the P-only cubic. Scan $E'$, compute $k^2(E')$ from (2), and set

$$E=E'+t\,k^2(E'),\qquad g(E)=\frac{k}{2\pi^2}\,\frac{|d(k^2)/dE'|}{|1+t\,d(k^2)/dE'|}. \tag{6}$$

The denominator is $dE/dE'$. It exceeds one in the conduction band and lowers $g$; it is below one for light holes and raises $g$. The shift from $E$ to $E'$ acts in the same directions in these two bands. At fixed energy, direct state counting gives changes of −5 % at 0.45 eV and +14 % at −0.10 eV.

Formula (6) has its own limit. When $d(k^2)/dE'=-1/t$ the light-hole band turns upward. Using $C/\varepsilon^2$ for the slope, with $C=0.0252$ eV nm⁻², gives $\varepsilon\approx\sqrt{Ct}=0.031$ eV and $k\approx\sqrt{C/\varepsilon}\approx0.9$ nm⁻¹. If larger $k$ are kept, two values of $k$ can share one energy between this minimum, near −0.197 eV, and the band edge at zero, and their contributions must be added. The upturn is an artefact of adding the free term without remote bands, and a cutoff of 0.5 nm⁻¹ stays below it. The heavy holes change too: their energy becomes $tk^2$, so they are no longer flat and rise into the gap, which real heavy holes do not do.

## How far to trust the result for a real crystal

The gap, splitting and coupling above are typical of InAs near room temperature, but the P-only model is not quantitative for it. Its conduction-edge mass is $0.020\,m_0$, somewhat below the roughly $0.023\,m_0$ usually assigned to the material. One cause of error is the neglect of remote bands, which real InAs has. With rough remote terms, including the free-electron term and warping, the conduction DOS at 0.45 eV rises by 34 %, the light-hole DOS at −0.10 eV falls by 29 %, and the split-off DOS at −0.44 eV falls by 30.5 %, each relative to the P-only value at the same energy. These figures show the effect of the added terms at fixed $P$; they are not a material prediction. Part of the conduction change comes from the edge mass: the remote terms raise it to $0.0219\,m_0$, and if $E_P$ is lowered to 19.4 eV in the P-only model to match this value, a difference of about 15 % remains at 0.45 eV. Inversion-asymmetry spin splitting has not been sized.

The missing heavy-hole dispersion matters more for valence totals. The same rough remote terms give heavy-hole masses of $0.33\,m_0$ along [100] and $0.63\,m_0$ along [111]. At −0.10 eV the heavy-hole DOS is then about 33 times the P-only light-hole DOS. The light-hole curve must not be used as the whole valence DOS, for example to find a hole density.

For the electron density at room temperature, nonparabolicity matters even when the Fermi level is no higher than the band edge. At 300 K, with the Fermi level at the conduction edge, integrating $g$ times the Fermi function gives $6.9\times10^{16}$ cm⁻³. The parabolic band of the same edge mass gives $5.3\times10^{16}$ cm⁻³, so the ratio is 1.30. The rough remote terms above raise the density itself by about 25 %, so the P-only value is not a prediction for InAs. Equation (4) explains the size of the ratio. In the dilute limit the occupation is proportional to $e^{-\varepsilon/k_BT}$, and the mean of $\varepsilon$ weighted by $\sqrt\varepsilon\,e^{-\varepsilon/k_BT}$ is $\frac32k_BT$. The ratio is then $1+\frac{15}{4}b_ck_BT$. With $b_c=2.57$ eV⁻¹ and $k_BT=0.0259$ eV this is 1.25. At the chosen Fermi level the Fermi function suppresses low energies more than the exponential does, which raises the mean energy to $1.70\,k_BT$ and the first-order ratio to 1.28; higher orders in $\varepsilon$ supply the rest.

The result is sensitive to the gap, which depends on temperature. Raising it to a rough low-temperature value of 0.42 eV, with $E_P$ and $\Delta$ fixed, increases the conduction DOS 0.10 eV above the edge by 19 %.

## Choosing the settings

- Use the inversion for the three dispersive bands when the Hamiltonian is isotropic and P-only. With the free-electron term added, use (6) for $k$ below the light-hole turning point. With remote bands and warping, count states over directions as well as radii.
- For an electron density, choose $k_{\max}$ so that the conduction window extends many $k_BT$ above both the edge and the Fermi level. Here it reaches 0.283 eV, or 11 $k_BT$, above the edge; extending the integral to 1 eV above the edge adds only 0.024 %.
- For light holes, do not raise $k_{\max}$ in search of a converged total: it grows as $k_{\max}^3$ while the energies crowd towards $-2\Delta/3$. Choose the cutoff from the range in which the band model is acceptable, and report it with the total.
- Choose the bin width from the energy resolution needed, then $M$ from (5) at the steepest part of the band. Bins that lie only partly inside a band edge can have a larger relative error and need their own check.

The full set of energies and neglected-term estimates is in the numerical output below.

## Values computed for the example and the checks

```
gap 0.35 eV, split 0.39 eV, E_P 21.5 eV (rough)
hbar^2/2m0 = 0.038100 eV nm^2, P = 0.9051 eV nm
cutoff k_max = 0.50 nm^-1
light-hole limit -2*split/3 = -0.2600 eV
CB edge mass = 0.01975 m0
LH edge mass = 0.02442 m0
SO edge mass = 0.10326 m0
CB scanned window 0.3500 to 0.6326 eV
CB energy at cutoff (diagonalized) 0.63258 eV
LH scanned window -0.1662 to 0.0000 eV
LH energy at cutoff (diagonalized) -0.16623 eV
SO scanned window -0.5063 to -0.3900 eV
SO energy at cutoff (diagonalized) -0.50635 eV
states per band up to cutoff = 4.2217e+18 cm^-3
DOS in 1e18 eV^-1 cm^-3; mean and histogram over 10 meV
band E(eV) k(nm^-1) g(E) mean histogram parabolic
CB   0.40 0.17095 5.632 5.632 5.632 4.227
CB   0.45 0.25494 10.077 10.078 10.074 5.978
CB   0.55 0.39476 20.717 20.719 20.724 8.455
LH  -0.05 0.19882 9.684 9.693 9.693 5.812
LH  -0.10 0.31555 23.914 23.946 23.945 8.220
LH  -0.15 0.44695 61.475 61.638 61.637 10.067
SO  -0.40 0.16174 20.725 20.445 20.446 22.603
SO  -0.44 0.34333 36.869 36.854 36.859 50.541
SO  -0.48 0.44606 44.304 44.302 44.302 67.808
at 0.45 eV: k^2 = 0.064994 nm^-2, d(k^2)/dE = 0.78020 nm^-2/eV
400 radial points: worst bin error 5.4761 %
4000 radial points: worst bin error 0.5571 %
40000 radial points: worst bin error 0.0551 %
C_inf = 0.02517 eV nm^-2
counted DOS / divergence law at 0.1 meV = 1.00026
T = 300 K, kT = 25.85 meV, Fermi level at CB edge
electron density, Kane = 6.9014e+16 cm^-3
electron density, parabolic = 5.3281e+16 cm^-3
Kane / parabolic density = 1.2953
density fraction beyond cutoff = 2.4e-04
remote terms (A, g1, g2, g3), rough: -5.0, 3.0, 0.0, 0.7
DOS change in %: free-electron term only, all remote terms
CB   0.40 eV: -4.0 +25.2
CB   0.45 eV: -5.0 +33.9
CB   0.55 eV: -6.9 +53.9
LH  -0.05 eV: +7.2 -20.0
LH  -0.10 eV: +14.0 -29.4
LH  -0.15 eV: +37.4 -44.2
SO  -0.40 eV: +15.5 -32.1
SO  -0.44 eV: +11.8 -30.5
SO  -0.48 eV: +11.3 -31.4
heavy-hole mass [100] 0.333 m0, [111] 0.625 m0
heavy-hole DOS at -0.10 eV = 7.868e+20 eV^-1 cm^-3
heavy-hole / Kane light-hole DOS there = 32.9
gap 0.42 eV: CB DOS 0.10 eV above edge changes +19.0 %
```
